# The Sigma-zero radiative width and the recoil of the Lambda

## Problem

A \(\Sigma^0\) at rest decays into a \(\Lambda\) and a photon. Both baryons have spin 1/2 and the same parity. The transition magnetic moment is \(\mu=1.61\) nuclear magnetons, the photon energy is \(7.4\times10^7\) eV, and the rest energy of the \(\Lambda\) is roughly \(1.1\times10^9\) eV. Find the width at tree level and the lifetime, and decide whether a quoted lifetime of \(7.4\times10^{-20}\) s follows from these inputs.

The algebra is in atomic units, \(\hbar=m_e=e=4\pi\varepsilon_0=1\), so \(c=1/\alpha\) with \(\alpha\) the fine-structure constant. A moment \(\mathbf m\) has the energy \(-\mathbf m\cdot\mathbf B\), and the nuclear magneton is \(1/(2m_p)\). The transition moment is therefore

\[
\mu_t=\frac{\mu}{2m_p},
\]

defined as the coefficient of the Lorentz-invariant Pauli coupling written out below, taken for a real photon. Between spinors at rest, the magnetic part of that coupling is \(-\mu_t\boldsymbol\sigma\cdot\mathbf B\). The two baryons cannot both be at rest in the decay, so another definition of the moment may differ by a relative amount of order \(ck/(mc^2)\). What counts as the fault below refers to this definition. Its phase does not affect the rate. Further, \(k\) is the photon momentum, \(\mathbf n\) its direction, \(M\) and \(m\) are the masses of \(\Sigma^0\) and \(\Lambda\), and \(E=\sqrt{m^2c^4+c^2k^2}\) is the energy of the recoiling \(\Lambda\).

## A tempting solution

**The photon field.** In a volume \(V\), write one mode of the vector potential as \(N(a\,\mathbf e\,e^{i\mathbf k\cdot\mathbf r-i\omega t}+\text{conjugate})\), with \(\omega=ck\). For a classical amplitude \(a\), the averages of \(E^2\) and \(c^2B^2\) are both \(2\omega^2N^2|a|^2\). The energy density is \((E^2+c^2B^2)/(8\pi)\), so the total energy is \(\omega^2N^2V|a|^2/(2\pi)\). It must equal \(\omega|a|^2\), the energy of \(|a|^2\) photons. Hence

\[
N^2=\frac{2\pi}{\omega V}=\frac{2\pi}{ckV}.
\]

Emission uses the conjugate part. With real, linear polarization vectors \(\mathbf e\) and \(\mathbf b=\mathbf n\times\mathbf e\), the fields \(-\partial_t\mathbf A\) and \(\nabla\times\mathbf A\) have the amplitudes

\[
\frac{\mathbf E_{\rm field}}{c}=-ikN\,\mathbf e,\qquad \mathbf B=-ikN\,\mathbf b .
\]

The plane-wave factors of photon and baryons merely enforce momentum conservation: the \(\Lambda\) has momentum \(-k\mathbf n\).

**The matrix element.** The interaction is taken as \(-\mu_t\,\boldsymbol\sigma\cdot\mathbf B\). Between the two-component spinors \(\chi\) of the \(\Sigma^0\) and \(\phi\) of the \(\Lambda\),

\[
T_0=i\mu_t kN\,\phi^\dagger\boldsymbol\sigma\cdot\mathbf b\,\chi .
\]

Summing over \(\phi\) gives \(\chi^\dagger(\boldsymbol\sigma\cdot\mathbf b)^2\chi=1\), since \(\mathbf b\) is a real unit vector. Two polarizations give 2, whatever the direction and the spin of the \(\Sigma^0\). The emission is isotropic, and

\[
\sum|T_0|^2=2\mu_t^2k^2N^2 .
\]

**The phase space.** The golden rule requires the integral over the photon momentum \(k'\) with energy conservation. The derivative of the final energy \(ck'+E(k')\) is \(c+c^2k/E\) at \(k'=k\), so

\[
\int k'^2dk'\,\delta\big(Mc^2-ck'-E(k')\big)
=\frac{k^2}{c(1+ck/E)}
=\frac{k^2}{c}\,\frac{E}{Mc^2},
\]

where \(E+ck=Mc^2\) was used in the last step.

**The width.** Collecting the factors, with \(4\pi\) from the directions,

\[
\Gamma_{\rm wrong}
=2\pi\,\frac{4\pi V}{(2\pi)^3}\,\big(2\mu_t^2k^2N^2\big)\,\frac{k^2}{c}\,\frac{E}{Mc^2}
=\frac{4\mu_t^2k^3}{c^2}\,\frac{E}{Mc^2}.
\]

For the given inputs the last factor is 0.937. The width comes out as \(8.16\times10^3\) eV and the lifetime as \(8.07\times10^{-20}\) s.

## Where the fault lies

The photon field and the phase space are right. The fault is in \(T_0\). The phase space treats the \(\Lambda\) as a moving particle, while the matrix element treats it as a particle at rest.

The two effects have the same size. For \(ck\ll mc^2\), recoil lowers the phase space by the relative amount \(ck/(mc^2)\). A moving Dirac particle has lower spinor components of relative size \(ck/(2mc^2)\). If they add to the amplitude in phase with \(T_0\), they change the probability by twice that amount, which is again \(ck/(mc^2)\). One correction cannot be kept while the other is dropped. The sign and the full size of the second one must be calculated.

## The right solution

**The vertex for moving baryons.** The interaction must be Lorentz invariant and reduce to \(-\mu_t\boldsymbol\sigma\cdot\mathbf B\) at rest. The Pauli coupling does this:

\[
\mathcal H=\frac{\mu_t}{2}\,\bar\Lambda\,\sigma^{\mu\nu}F_{\mu\nu}\,\Sigma+\text{conjugate},
\qquad \sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu],
\]

with metric signs \((+,-,-,-)\). A charge-type coupling, \(\gamma^\mu q^2-q^\mu\gamma^\nu q_\nu\), gives nothing for a real photon, because \(q^2=0\) and the polarization is orthogonal to \(q\). An electric-dipole coupling would require opposite parities. One constant, \(\mu_t\), is left.

To split the coupling into fields, let \(a_i\) be the Dirac matrices with \(\sigma_i\) in both off-diagonal blocks, and \(s_i\) those with \(\sigma_i\) in both diagonal blocks. Then \(\sigma^{0i}=ia_i\) and \(\sigma^{ij}=\epsilon_{ijl}s_l\), while \(F_{0i}=E_{{\rm field},i}/c\) and \(F_{ij}=-\epsilon_{ijl}B_l\). Since \(\epsilon_{ijl}\epsilon_{ijr}=2\delta_{lr}\),

\[
\tfrac12\sigma^{\mu\nu}F_{\mu\nu}=i\,\mathbf a\cdot\mathbf E_{\rm field}/c-\mathbf s\cdot\mathbf B .
\]

The bar on \(\bar\Lambda=\Lambda^\dagger\gamma^0\) reverses the sign of the lower row. The matrix between \(\Lambda^\dagger\) and \(\Sigma\) is

\[
h=\mu_t\begin{pmatrix}
-\boldsymbol\sigma\cdot\mathbf B & i\boldsymbol\sigma\cdot\mathbf E_{\rm field}/c\\
-i\boldsymbol\sigma\cdot\mathbf E_{\rm field}/c & \boldsymbol\sigma\cdot\mathbf B
\end{pmatrix}.
\]

Its upper left block is the interaction used before. The lower left block, which couples to the electric field, was missing.

**The spinors.** The \(\Sigma^0\) at rest has the spinor \((\chi,0)\). Inserting the photon fields,

\[
h\begin{pmatrix}\chi\\0\end{pmatrix}
=\mu_tkN\begin{pmatrix} i\boldsymbol\sigma\cdot\mathbf b\,\chi\\-\boldsymbol\sigma\cdot\mathbf e\,\chi\end{pmatrix},
\]

where the lower sign comes from \((-i)(-i)=-1\). The \(\Lambda\) with momentum \(-k\mathbf n\) has

\[
w=C\begin{pmatrix}\phi\\[2pt] -\dfrac{ck}{E+mc^2}\,\boldsymbol\sigma\cdot\mathbf n\,\phi\end{pmatrix},
\qquad C^2=\frac{E+mc^2}{2E}.
\]

The value of \(C\) follows from \(w^\dagger w=1\): because \(c^2k^2=(E-mc^2)(E+mc^2)\), the bracket has the squared length \(1+(E-mc^2)/(E+mc^2)=2E/(E+mc^2)\).

**The matrix element.** The two minus signs in the lower components cancel:

\[
T=C\mu_tkN\,\phi^\dagger\left[i\boldsymbol\sigma\cdot\mathbf b+\frac{ck}{E+mc^2}(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\mathbf e)\right]\chi .
\]

Since \(\mathbf n\cdot\mathbf e=0\), the product of spin matrices is \(i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf e)=i\boldsymbol\sigma\cdot\mathbf b\). Both terms have the same spin structure and the same sign, so

\[
T=R\,T_0,\qquad R=C\left(1+\frac{ck}{E+mc^2}\right).
\]

The electric coupling strengthens the decay. Squaring,

\[
R^2=\frac{(E+mc^2+ck)^2}{2E(E+mc^2)} .
\]

In the expanded numerator, replace \(m^2c^4+c^2k^2\) by \(E^2\):

\[
2E^2+2Emc^2+2Eck+2mc^2\,ck=2(E+mc^2)(E+ck).
\]

Therefore

\[
R^2=\frac{E+ck}{E}=\frac{Mc^2}{E}.
\]

This is the inverse of the phase-space factor. For the given inputs \(R^2=1.067\), against 0.937 for the phase space. The cancellation is algebraic and holds for any \(\Lambda\) mass, also when the recoil is relativistic. It belongs to this definition of \(\mu_t\), as the coefficient of the Pauli coupling.

**The width.** Multiplying \(\Gamma_{\rm wrong}\) by \(R^2\) gives

\[
\Gamma=\frac{4\mu_t^2k^3}{c^2}=\frac{\mu^2k^3}{m_p^2c^2}.
\]

The cube of \(k\) is made of \(k^2\) from the squared derivatives of the vector potential, \(k^2\) from the phase space and \(1/k\) from the photon normalization. To use energies, put \(k=(ck)/c\) and \(m_p=(m_pc^2)/c^2\). The powers of \(c\) combine to \(c^{-3}c^{4}c^{-2}=1/c=\alpha\), so

\[
\Gamma=\alpha\,\mu^2\,\frac{(ck)^3}{(m_pc^2)^2}.
\]

If \(k\) and \(m_p\) are read as the energies \(ck\) and \(m_pc^2\), this is \(\alpha\mu^2k^3/m_p^2\).

## Numbers

The proton rest energy is \(9.383\times10^8\) eV, so \(ck/(m_pc^2)=0.07887\), with the square \(6.220\times10^{-3}\). With \(\mu^2=2.592\),

\[
\Gamma=0.0072974\times2.592\times6.220\times10^{-3}\times7.4\times10^7\ \text{eV}
=8.71\times10^3\ \text{eV}.
\]

The lifetime is \(\hbar/\Gamma\):

\[
\tau=\frac{6.582\times10^{-16}\ \text{eV s}}{8.707\times10^3\ \text{eV}}
=7.56\times10^{-20}\ \text{s}.
\]

The inputs as stated thus give \(7.6\times10^{-20}\) s, not the quoted \(7.4\times10^{-20}\) s. Because \(\tau\propto k^{-3}\), a small change of photon energy matters: at \(7.45\times10^7\) eV the lifetime is \(7.41\times10^{-20}\) s. If the moment lies between 1.605 and 1.615 and the photon energy between \(7.35\times10^7\) and \(7.45\times10^7\) eV, the lifetime lies between \(7.36\times10^{-20}\) and \(7.76\times10^{-20}\) s. The quoted value is compatible with rounded inputs, near the short end of that range, but it is not what the rounded inputs themselves yield. The measured rest energies, \(1.19264\times10^9\) eV for the \(\Sigma^0\) and \(1.11568\times10^9\) eV for the \(\Lambda\), give a photon energy of \(7.448\times10^7\) eV. With the same moment the lifetime is then \(7.42\times10^{-20}\) s, so the mismatch comes from rounding the photon energy.

The width is \(1.2\times10^{-4}\) of the photon energy, which justifies treating \(k\) as sharp. Light travels 0.227 angstrom in one lifetime.

## A second trap: the mass difference

If the masses are given instead of \(k\), one may be inclined to set \(ck\) equal to the rest-energy difference \(\Delta=(M-m)c^2\). Energy conservation says otherwise. Squaring \(E=Mc^2-ck\) and cancelling \(c^2k^2\) on both sides gives

\[
ck=\frac{M^2c^4-m^2c^4}{2Mc^2}=\Delta\left(1-\frac{\Delta}{2Mc^2}\right),
\]

where the last form uses \((M+m)c^2=2Mc^2-\Delta\). The missing part is the kinetic energy of the \(\Lambda\). For the rounded inputs it is about \(2.5\times10^6\) eV, and \(\Delta\) is about \(7.65\times10^7\) eV (the measured masses give \(7.70\times10^7\) eV). The cube magnifies this difference of 3 per cent, and the width would come out too large by a factor 1.10. The cancellation of recoil factors therefore does not make recoil irrelevant: it still fixes the value of \(k\).

## Checks and limits

For a very heavy \(\Lambda\) at fixed \(k\), both \(R^2\) and the phase-space factor tend to 1, and the tempting solution becomes correct. For the given inputs it misses by 6 per cent of the width.

The photon normalization can be checked classically. A matrix element \(\mu_te^{-i\omega t}\) and its conjugate correspond to a real moment \(2\mu_t\cos\omega t\). The sum over final spins of the squared moment is \(\mu_t^2\chi^\dagger\boldsymbol\sigma\cdot\boldsymbol\sigma\chi=3\mu_t^2\), which is three orthogonal components. The power radiated by three such current loops, divided by \(\omega\), should equal \(\Gamma\). For loops of radius \(0.01/k\) the numerical ratio is 0.99998. This classical source does not recoil, so it tests the normalization and not the cancellation of the recoil factors. The cancellation is tested by the full golden-rule sum with numerically obtained spinors, which for \(\Lambda\) rest energies of \(1.1\times10^9\), \(10^8\) and \(10^7\) eV agrees with \(\Gamma\) to better than one part in \(10^9\).

The result covers the emission of one real photon at lowest order in \(\alpha\). The decay into a \(\Lambda\) and an electron–positron pair, which proceeds through a virtual photon with \(q^2\neq0\), is left out. There the charge-type coupling no longer vanishes and the moment may depend on \(q^2\). The value of \(\mu\) is an input: the calculation converts it into a lifetime and does not explain it from the structure of the baryons.

## Table of computed values

```
Transition moment mu: 1.61 nuclear magnetons
Photon energy ck: 7.400e+07 eV
Proton rest energy: 9.38272e+08 eV
Fine-structure constant alpha: 0.0072974 (no unit)
mu squared: 2.5921 (no unit)
Ratio ck/(m_p c^2): 0.078868 (no unit)
Square of that ratio: 6.220221e-03 (no unit)
Width: 8.7067e+03 eV
Width / photon energy: 1.177e-04 (no unit)
hbar: 6.582120e-16 eV s
Lifetime: 7.560e-20 s
Light path in one lifetime: 0.227 angstrom
Lifetime quoted in the topic: 7.4e-20 s
Photon energy needed for it: 7.4529e+07 eV
Lifetime at ck = 7.45e7 eV: 7.409e-20 s
Shortest lifetime within input rounding: 7.363e-20 s
Longest lifetime within input rounding: 7.763e-20 s
Rough Lambda rest energy (input): 1.1e+09 eV
Lambda recoil energy: 2.49e+06 eV
Baryon rest-energy difference: 7.649e+07 eV
Recoil factor R^2 = M c^2/E: 1.0671
Phase-space factor E/(M c^2): 0.9371
Width factor if difference replaces ck: 1.104
Largest relative error, golden rule: 4.2e-10
Classical loop rate / formula: 0.999980
```
